\section*{Acoustic-phonon spectral density of a spherical Gaussian dot exciton, part 1}

(Sections cited here and not found follow in the second part.)

\section{From band-edge shifts to the spectral density}

A semiconductor dot holds one electron and one hole, each in its lowest orbital. Lattice vibrations change the band edges and therefore the exciton energy. The task is to find how strongly vibrations of each frequency do so.

Let $|X\rangle$ be the exciton state. Its two envelope functions have the same form,
\begin{equation}
\psi(\mathbf r)=N_\psi e^{-r^2/(2l^2)} ,
\end{equation}
and the pair state is the product $\psi(\mathbf r_e)\psi(\mathbf r_h)$. The surrounding medium is infinite, uniform and isotropic, with mass density $\rho$ and longitudinal sound speed $c$. The dot has the same elastic properties as its host. We seek a Hamiltonian
\begin{equation}
H=|X\rangle\langle X|\Big[E_X+\sum_{\mathbf q}\hbar g_{\mathbf q}(b_{\mathbf q}+b^\dagger_{\mathbf q})\Big]
+\sum_{\mathbf q}\hbar\omega_q b^\dagger_{\mathbf q}b_{\mathbf q},
\end{equation}
where $b_{\mathbf q}$ removes a phonon of wavevector $\mathbf q$. The spectral density is defined by
\begin{equation}
J(\omega)=\sum_{\mathbf q}|g_{\mathbf q}|^2\delta(\omega-\omega_q).
\end{equation}
Since $g_{\mathbf q}$ is an angular frequency and the delta function has the unit of time, $J$ is an angular frequency. Definitions with an extra factor $\pi$ or $\hbar^2$ rescale the answer by that factor.

\subsection*{(a) Which lattice motions shift the exciton energy?}

\textit{Normalize the density. The conduction and valence edges move by $a_c\nabla\!\cdot\mathbf u$ and $a_v\nabla\!\cdot\mathbf u$ under a displacement $\mathbf u(\mathbf r)$. Find the interaction energy, and decide what polar electric fields and static misfit strain contribute.}

\textbf{Solution.} The density is $n=|\psi|^2=N_\psi^2e^{-r^2/l^2}$. Each Cartesian integral equals $\int e^{-x^2/l^2}dx=\sqrt{\pi}\,l$, so $N_\psi^2=(\pi l^2)^{-3/2}$ and
\begin{equation}
n(\mathbf r)=\frac{e^{-r^2/l^2}}{(\pi l^2)^{3/2}} .
\end{equation}
A normalized Gaussian of variance $\sigma^2$ contains $e^{-x^2/(2\sigma^2)}$. Hence $\sigma^2=l^2/2$ along each axis: $l$ is the length in the wavefunction, not the standard deviation of the density.

A hole is a missing valence electron. Raising the valence edge therefore lowers the energy needed to create the hole, and the hole term carries a minus sign. To first order in strain, with the orbitals held fixed,
\begin{align}
V&=\int n\,a_c\nabla\!\cdot\mathbf u\,d^3r-\int n\,a_v\nabla\!\cdot\mathbf u\,d^3r\notag\\
&=D\int n\,\nabla\!\cdot\mathbf u\,d^3r,\qquad D=a_c-a_v .
\end{align}
Thus $D$ is the change of the band gap per unit dilation. If both edges moved together, $D$ and the coupling would vanish.

An electric potential $\Phi$ produced by the lattice acts on charges $-e$ and $+e$. Its first-order energy is
\begin{equation}
-e\int n\Phi\,d^3r+e\int n\Phi\,d^3r=0 .
\end{equation}
Equal densities therefore cancel both the piezoelectric coupling and the polar-optical coupling within the fixed product state. They do not cancel matrix elements to other orbitals, which this model omits.

For a misfitting dot write $\mathbf u=\mathbf u_0+\delta\mathbf u$, where $\mathbf u_0$ is static. Because $V$ is linear, $\mathbf u_0$ adds a constant to $E_X$ and leaves the coupling to $\delta\mathbf u$ unchanged. This separation holds within linear elasticity and linear band-edge shifts. From here on $\mathbf u$ denotes the vibration.

\subsection*{(b) What is the coupling to one phonon?}

\textit{Quantize the vibrations in a periodic box of volume $V_0$. Express $g_{\mathbf q}$ through the Fourier transform $F(\mathbf q)=\int n\,e^{i\mathbf q\cdot\mathbf r}d^3r$.}

\textbf{Solution.} With Lam\'e constants $\lambda$ and $\mu$, the isotropic wave equation is
\begin{equation}
\rho\ddot{\mathbf u}=(\lambda+\mu)\nabla(\nabla\!\cdot\mathbf u)+\mu\nabla^2\mathbf u .
\end{equation}
A transverse plane wave has $\mathbf q\cdot\mathbf u=0$, hence $\nabla\!\cdot\mathbf u=0$, and it drops out of $V$. For a longitudinal wave both derivative terms give $-q^2\mathbf u$, so $\rho\omega_q^2=(\lambda+2\mu)q^2$. This is $\omega_q=cq$ with $\rho c^2=\lambda+2\mu$.

Expand the longitudinal field as
\begin{equation}
\mathbf u(\mathbf r)=\frac{1}{\sqrt{V_0}}\sum_{\mathbf q\ne0}(-i)\hat{\mathbf q}\,Q_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}.
\end{equation}
The term $\mathbf q=0$ is a rigid translation and has no strain. The factor $-i$ simplifies the reality condition. The adjoint of the coefficient at $\mathbf q$ is $i\hat{\mathbf q}Q_{\mathbf q}^\dagger$, while the coefficient at $-\mathbf q$ is $(-i)(-\hat{\mathbf q})Q_{-\mathbf q}=i\hat{\mathbf q}Q_{-\mathbf q}$. A Hermitian field needs these to agree, so $Q_{\mathbf q}^\dagger=Q_{-\mathbf q}$.

Orthogonality of the plane waves turns the energy into
\begin{equation}
H_{\rm ph}=\frac12\sum_{\mathbf q}\left(\frac{P_{\mathbf q}^\dagger P_{\mathbf q}}{\rho}+\rho\omega_q^2Q_{\mathbf q}^\dagger Q_{\mathbf q}\right),
\qquad P_{\mathbf q}=\rho\dot Q_{\mathbf q}.
\end{equation}
In the Lagrangian, $\dot Q_{\mathbf q}$ appears multiplied by $\dot Q_{-\mathbf q}$ in two equal terms. The momentum conjugate to $Q_{\mathbf q}$ is thus $P_{-\mathbf q}$, and $[Q_{\mathbf q},P_{-\mathbf q'}]=i\hbar\delta_{\mathbf q\mathbf q'}$. This is satisfied by
\begin{align}
Q_{\mathbf q}&=\sqrt{\frac{\hbar}{2\rho\omega_q}}\,(b_{\mathbf q}+b_{-\mathbf q}^\dagger),\\
P_{\mathbf q}&=-i\sqrt{\frac{\hbar\rho\omega_q}{2}}\,(b_{\mathbf q}-b_{-\mathbf q}^\dagger).
\end{align}
Indeed the two square roots multiply to $\hbar/2$, and the commutator is $-i(\hbar/2)(-1-1)\delta_{\mathbf q\mathbf q'}=i\hbar\delta_{\mathbf q\mathbf q'}$. In the energy, the products that create or remove two phonons have opposite signs in the kinetic and elastic terms and cancel. What remains is
\begin{align}
H_{\rm ph}&=\frac12\sum_{\mathbf q}\hbar\omega_q(b_{\mathbf q}^\dagger b_{\mathbf q}+b_{-\mathbf q}b_{-\mathbf q}^\dagger)\notag\\
&=\sum_{\mathbf q}\hbar\omega_q\left(b_{\mathbf q}^\dagger b_{\mathbf q}+\tfrac12\right),
\end{align}
after renaming $-\mathbf q$ as $\mathbf q$ in the second term. The constant is dropped.

The divergence multiplies each term of $\mathbf u$ by $i\mathbf q$. Since $(-i)(i\mathbf q\cdot\hat{\mathbf q})=q$,
\begin{equation}
\nabla\!\cdot\mathbf u=\sum_{\mathbf q}q\sqrt{\frac{\hbar}{2\rho V_0\omega_q}}\,
(b_{\mathbf q}+b_{-\mathbf q}^\dagger)e^{i\mathbf q\cdot\mathbf r}.
\end{equation}
Inserting this in $V$ replaces the exponential by $F(\mathbf q)$. For a spherical density $F$ is real and depends on $q=|\mathbf q|$. The coefficient is then the same at $\mathbf q$ and $-\mathbf q$, so $b_{-\mathbf q}^\dagger$ may be renamed $b_{\mathbf q}^\dagger$ in the sum. Dividing the coupling energy by $\hbar$ gives
\begin{equation}
g_{\mathbf q}=\frac{DqF(q)}{\hbar}\sqrt{\frac{\hbar}{2\rho V_0\omega_q}},\qquad
|g_{\mathbf q}|^2=\frac{D^2q^2F(q)^2}{2\rho V_0\hbar\omega_q}.
\end{equation}
The factor $q^2$ comes from strain, and $1/\omega_q$ comes from the squared quantum amplitude of the displacement.

\subsection*{(c) How does the dot size filter the phonons?}

\textit{Evaluate $F(q)$ for the Gaussian density.}

\textbf{Solution.} Choose the $x$ axis along $\mathbf q$. The $y$ and $z$ integrals are normalized to one. In the remaining exponent complete the square:
\begin{equation}
-\frac{x^2}{l^2}+iqx=-\frac{1}{l^2}\left(x-\frac{iql^2}{2}\right)^2-\frac{q^2l^2}{4}.
\end{equation}
Expanding the squared bracket gives $x^2-iql^2x-q^2l^4/4$, which confirms the last term. The Gaussian has no singularities and vanishes at the far ends of the strip between the shifted and real axes. The line of integration can therefore be moved back to the real axis, where the integral is $\sqrt\pi\,l$. Thus
\begin{equation}
F(q)=e^{-q^2l^2/4},\qquad F(q)^2=e^{-q^2l^2/2}.
\end{equation}
For $ql\ll1$ the strain is almost uniform over the dot and $F\simeq1$. For $ql\gg1$ compressed and dilated regions average out. In terms of the standard deviation $\sigma=l/\sqrt2$ of the density, the squared factor is $e^{-q^2\sigma^2}$. This conversion is needed when a dot size is specified through its density.

\subsection*{(d) What is the spectral density?}

\textit{Take the box to infinite volume and carry out the sum over modes.}

\textbf{Solution.} The allowed wavevectors have density $V_0/(2\pi)^3$. The summand depends on $q$ alone, so the angular integral is $4\pi$:
\begin{align}
J(\omega)&=\frac{V_0}{(2\pi)^3}\int_0^\infty4\pi q^2
\frac{D^2q^2e^{-q^2l^2/2}}{2\rho V_0\hbar cq}\,\delta(\omega-cq)\,dq\notag\\
&=\frac{D^2}{4\pi^2\rho\hbar c}\int_0^\infty q^3e^{-q^2l^2/2}\,\delta(\omega-cq)\,dq .
\end{align}
The numerical factor is $4\pi/(8\pi^3\cdot2)=1/(4\pi^2)$. Now $\delta(\omega-cq)=\delta(q-\omega/c)/c$. Setting $q=\omega/c$ supplies $\omega^3/c^3$ and a further $1/c$, hence
\begin{equation}
\boxed{J(\omega)=\frac{D^2\omega^3}{4\pi^2\rho\hbar c^5}
\exp\left(-\frac{\omega^2l^2}{2c^2}\right)},\qquad \omega>0 .
\end{equation}
The cubic law combines two powers of $q$ from phase space, two from squared strain, and one inverse power from the squared displacement amplitude. At low frequency $l$ disappears: a long wave acts on the whole exciton at once. The size enters through the cutoff near $c/l$.

The result is independent of temperature because $J$ contains couplings and not phonon populations. Letting $l\to0$ removes the cutoff, but the continuum description then fails, since wavelengths comparable with the atomic spacing would matter.

\subsection*{(e) Do spherical vibrations give the same answer?}

\textit{Repeat the calculation with the radial modes of a large clamped sphere of radius $R$.}

\textbf{Solution.} A spherical density selects the spherically symmetric part of $\nabla\!\cdot\mathbf u$, so the relevant modes are radial. Take $\mathbf u=Mj_1(kr)\hat{\mathbf r}$, with
\begin{equation}
j_1(x)=\frac{\sin x}{x^2}-\frac{\cos x}{x},\qquad j_0(x)=\frac{\sin x}{x}.
\end{equation}
Since $x^2j_1=\sin x-x\cos x$ has derivative $x\sin x=x^2j_0$,
\begin{equation}
\nabla\!\cdot\mathbf u=\frac{1}{r^2}\frac{d}{dr}(r^2Mj_1)=Mkj_0(kr).
\end{equation}
Also $j_0'=-j_1$, so $\nabla(\nabla\!\cdot\mathbf u)=-k^2\mathbf u$. The field has no curl, and its frequency is $\omega=ck$.

Normalize by $\rho\int|\mathbf u|^2d^3r=1$. For $kR\gg1$, $j_1^2$ averages to $1/(2k^2r^2)$ over most of the sphere, so
\begin{equation}
4\pi\rho M^2\frac{R}{2k^2}=1,\qquad M^2=\frac{k^2}{2\pi\rho R}.
\end{equation}
The angular average of $e^{i\mathbf k\cdot\mathbf r}$ is $j_0(kr)$, so $\int nj_0(kr)d^3r=F(k)$. The normal coordinate is $\sqrt{\hbar/(2\omega)}(b+b^\dagger)$, and therefore
\begin{equation}
g^2=\frac{D^2M^2k^2F(k)^2}{2\hbar\omega}
=\frac{D^2k^4F(k)^2}{4\pi\rho R\hbar\omega}.
\end{equation}
The clamped surface requires $j_1(kR)=0$, or $\tan kR=kR$. Large roots are separated by $\pi/R$ in $k$, hence by $\Delta\omega=\pi c/R$. Dividing,
\begin{equation}
J=\frac{g^2}{\Delta\omega}=\frac{D^2k^4F(k)^2}{4\pi^2\rho\hbar c\,\omega},
\end{equation}
which becomes the boxed result on setting $k=\omega/c$. The radius cancels because a larger sphere has more modes, each coupled more weakly.

\subsection*{(f) Where is the coupling strongest?}

\textit{Find the maximum of $J$ and its height.}

\textbf{Solution.} For positive $\omega$ the logarithm has the same maximum as $J$:
\begin{equation}
\frac{d\ln J}{d\omega}=\frac3\omega-\frac{\omega l^2}{c^2}=0
\quad\Longrightarrow\quad \omega_p=\frac{\sqrt3\,c}{l}.
\end{equation}
The derivative is positive below $\omega_p$ and negative above it, so this is the single maximum. There the Gaussian exponent is $-3/2$, giving
\begin{equation}
J(\omega_p)=\frac{3\sqrt3\,e^{-3/2}D^2}{4\pi^2\rho\hbar c^2l^3}.
\end{equation}
At fixed material constants, halving $l$ doubles the peak frequency and raises the peak height eightfold.

\section{Consequences, numerical size and limits}

The exciton has wavefunction length $l$ and density $n=(\pi l^2)^{-3/2}e^{-r^2/l^2}$. The host has density $\rho$ and longitudinal speed $c$, and $D=a_c-a_v$ is the gap shift per unit dilation. Phonon couplings are $g_{\mathbf q}$, and $F$ is the Fourier transform of $n$. The first half gave
\begin{equation}
J=A\omega^3e^{-\kappa\omega^2},\quad
A=\frac{D^2}{4\pi^2\rho\hbar c^5},\quad \kappa=\frac{l^2}{2c^2},
\end{equation}
with its maximum at $\omega_p=\sqrt3c/l$.

We have derived the spectral density $J(\omega)$ and its maximum, and the radial modes of a large sphere give the same result. What remains is to find the lattice relaxation energy and the weight of the zero-phonon line, put in numbers, and estimate how far real dots depart from the model.
